\section*{Sensitivity of ion path length to nuclear and electronic stopping}

\section{The decision and the rule}

A range calculation for an implant disagrees with a measured depth, and one of the two stopping powers must be adjusted. Which one has the leverage, and how large a correction does the disagreement call for? The same question arises before any measurement, when effort must be divided between a better nuclear and a better electronic model. In both cases the leverage is given by two numbers: the fractional changes of path length per fractional change of each stopping power. Multiplied by the likely fractional error of each stopping power, they show which error matters more. They come from one integral along the slowing-down path, and their sum is $-1$, so only one of them has to be computed.

Let $E$ be the kinetic energy of the ion and $x$ the distance travelled along its possibly crooked path. In the continuous-slowing approximation the energy is a smooth function of $x$,
\begin{equation}
\frac{dE}{dx}=-S(E),\qquad S(E)=a\,S_n(E)+b\,S_e(E).
\label{eq:loss}
\end{equation}
Here $S_n\ge 0$ and $S_e\ge 0$ are the nuclear and electronic stopping powers in eV/nm, with the atomic density included. The factors $a$ and $b$ do not depend on energy; this is the meaning of uniform rescaling. The reference model has $a=b=1$. The target is uniform and thick enough to stop the ion. Since $dx=-dE/S$, the path length from initial energy $E_0$ to rest is
\begin{equation}
R(a,b)=\int_0^{E_0}\frac{dE}{S(E)} .
\label{eq:R}
\end{equation}
We require $S>0$ for $E>0$ and a finite integral. If $S_e=k\sqrt E$ near zero energy, then $1/S\le 1/(bk\sqrt E)$, which is integrable, so this common low-energy law is sufficient.

The logarithmic sensitivities, taken at fixed $E_0$, are
\begin{equation}
s_n=\frac{\partial\ln R}{\partial\ln a},\qquad
s_e=\frac{\partial\ln R}{\partial\ln b}.
\end{equation}
A value $s_e=-0.3$ means that a 1\% rise in electronic stopping shortens the path by about 0.3\%.

\section{Derivation}

Only $S$ depends on $a$ in Eq.~\eqref{eq:R}. Because $\partial S/\partial\ln a=aS_n$,
\begin{equation}
\frac{\partial}{\partial\ln a}\frac1S=-\frac{aS_n}{S^2}=-\frac{f_n}{S},
\qquad f_n=\frac{aS_n}{S}.
\end{equation}
The local nuclear share $f_n$ lies between 0 and 1. For $a$ and $b$ between $1/2$ and $2$, $S$ is at least half its reference value $S_{\rm ref}$. The derivative is therefore no larger in magnitude than $1/S\le 2/S_{\rm ref}$, an integrable function independent of $a$ and $b$. This permits differentiation under the integral:
\begin{equation}
\frac{\partial R}{\partial\ln a}=-\int_0^{E_0}\frac{f_n}{S}\,dE .
\end{equation}
The same argument applies to $b$, with $f_e=bS_e/S$. Define the average over path length by
\begin{equation}
\langle g\rangle=\frac1R\int_0^{E_0}g(E)\,\frac{dE}{S(E)}
=\frac1R\int_0^R g\,dx .
\end{equation}
Dividing the derivatives by $R$ gives
\begin{equation}
s_n=-\langle f_n\rangle,\qquad s_e=-\langle f_e\rangle .
\label{eq:sens}
\end{equation}
Each sensitivity lies between $-1$ and 0. At every energy $f_n+f_e=1$, and the average of 1 is 1, so
\begin{equation}
s_n+s_e=-1 .
\label{eq:sum}
\end{equation}

A scaling argument shows why the details of the stopping laws drop out. Multiplying both factors by $\lambda$ multiplies $S$ by $\lambda$ at every energy, hence
\begin{equation}
R(\lambda a,\lambda b)=\lambda^{-1}R(a,b).
\end{equation}
Take the logarithm and differentiate with respect to $\ln\lambda$ at $\lambda=1$. The left side gives $s_n+s_e$ by the chain rule, and the right side gives $-1$. Physically, a common rescaling acts like a change of target density: the ion passes through the same energies on a compressed or stretched length scale.

\subsection{Path average and energy average}

The fraction of the initial energy passed directly to nuclear collisions is a different average,
\begin{equation}
\overline{f_n}=\frac1{E_0}\int_0^{E_0}f_n\,dE .
\end{equation}
With the bar denoting an average over energy, $R=E_0\,\overline{1/S}$, and therefore
\begin{equation}
\langle f_n\rangle-\overline{f_n}
=\frac{\overline{f_n/S}-\overline{f_n}\;\overline{1/S}}{\overline{1/S}} .
\end{equation}
The numerator is the covariance of $f_n$ and $1/S$ over energy. The two averages agree when that covariance vanishes, for instance when $S$ is constant. The path average belongs in a range-error estimate; the energy average belongs in an energy budget.

\subsection{Where the sum changes}

A fixed lower cutoff $E_c$ leaves Eq.~\eqref{eq:sum} intact, since the proof holds with $E_c$ as lower limit. If the cutoff itself moves with the common factor $\lambda$, the limit contributes as well:
\begin{equation}
\left.\frac{d\ln R}{d\ln\lambda}\right|_{\lambda=1}
=-1-\frac{1}{R\,S(E_c)}\frac{dE_c}{d\ln\lambda}.
\end{equation}
A code that stops an ion when its stopping power, rather than its energy, reaches a threshold can have this extra term.

If a third loss $D(E)$ is present and is not rescaled, then $f_n+f_e=1-f_x$ with $f_x=D/S$, where $S$ now includes $D$. The sum becomes $-1+\langle f_x\rangle$. Finally, if the errors in stopping depend on energy, the two sensitivities no longer suffice. For small fractional errors $\delta_n(E)$ and $\delta_e(E)$, the first-order change is
\begin{equation}
\delta\ln R=-\langle f_n\delta_n+f_e\delta_e\rangle .
\end{equation}

\section{Finite corrections}

Write $u=\ln a$ and $v=\ln b$. The second derivative needs the change of the share itself,
\begin{equation}
\frac{\partial f_n}{\partial u}
=\frac{aS_n}{S}-\frac{(aS_n)^2}{S^2}=f_n(1-f_n).
\end{equation}
Applying the product rule to $f_n/S$ gives
\begin{align}
\frac{\partial^2R}{\partial u^2}
&=-\int_0^{E_0}\frac{f_n(1-f_n)-f_n^2}{S}\,dE\nonumber\\
&=R\left(2\langle f_n^2\rangle-\langle f_n\rangle\right).
\end{align}
Since $(\ln R)''=R''/R-(R'/R)^2$, the curvature is
\begin{align}
C=\frac{\partial^2\ln R}{\partial u^2}
&=2\langle f_n^2\rangle-\langle f_n\rangle-\langle f_n\rangle^2\nonumber\\
&=2\,\mathrm{Var}(f_n)-\langle f_n\rangle(1-\langle f_n\rangle),
\label{eq:C}
\end{align}
where $\mathrm{Var}(f_n)=\langle f_n^2\rangle-\langle f_n\rangle^2$ is taken over path. The sum rule holds at every $a$ and $b$, so differentiating it with respect to $u$ makes the mixed derivative $-C$. Differentiating it with respect to $v$ then makes the second derivative in $v$ equal to $+C$. To second order,
\begin{equation}
\ln\frac{R(a,b)}{R(1,1)}\simeq s_nu+s_ev+\tfrac12C(u-v)^2 .
\label{eq:second}
\end{equation}
The quadratic term vanishes for $u=v$, as the scaling law demands.

\section{A case with a closed form}

Let $S_n=A$ be constant and $S_e=k\sqrt E$. With $E=w^2$ and $dE=2w\,dw$,
\begin{align}
R&=\int_0^{\sqrt{E_0}}\frac{2w\,dw}{A+kw}
=\frac2k\int_0^{\sqrt{E_0}}\left(1-\frac{A}{A+kw}\right)dw\nonumber\\
&=\frac{2A}{k^2}\left[z-\ln(1+z)\right],\qquad z=\frac{k\sqrt{E_0}}A .
\end{align}
The parameter $z$ is the ratio of electronic to nuclear stopping at the start. At fixed $A$ and $E_0$ it is proportional to $k$. The prefactor therefore contributes $-2$ to $s_e$, and the bracket, whose derivative is $z/(1+z)$, contributes the rest:
\begin{equation}
s_e=-2+\frac{z^2}{(1+z)[z-\ln(1+z)]},\qquad s_n=-1-s_e .
\end{equation}
For small $z$, $z-\ln(1+z)\simeq z^2/2-z^3/3$. The fraction becomes $2(1-z)/(1-2z/3)\simeq2-2z/3$, so $s_e\simeq-2z/3$ and nuclear stopping controls the path. For large $z$, the fraction tends to 1 and $s_e$ to $-1$. The leading correction is $(\ln z-1)/z$, so this limit is approached slowly. The formula gives $s_e=-0.062$, $-0.371$ and $-0.804$ at $z=0.1$, 1 and 10. At $z=1$ the two losses are equal initially, yet $|s_e|<1/2$, because electronic stopping falls below $A$ as the ion slows.

\section{Phosphorus in silicon at 100 keV}

The example uses ZBL universal nuclear stopping and Lindhard--Scharff electronic stopping. Inputs are $Z_1=15$, $M_1=30.974$~u, $Z_2=14$, $M_2=28.086$~u and a silicon lattice constant of 0.5431~nm. Eight atoms per cubic cell give a density $N=49.94$~nm$^{-3}$. With $\kappa=e^2/(4\pi\varepsilon_0)$ and Bohr radius $a_0$, define
\begin{align}
\ell&=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad
\epsilon=\frac{\ell M_2E}{Z_1Z_2\kappa(M_1+M_2)},\\
h(\epsilon)&=\frac{\ln(1+1.1383\epsilon)}
{2(\epsilon+0.01321\epsilon^{0.21226}+0.19593\epsilon^{0.5})}.
\end{align}
The stopping powers are then
\begin{align}
S_n&=4\pi N\ell Z_1Z_2\kappa\,\frac{M_1}{M_1+M_2}\,h(\epsilon),\\
S_e&=8\pi N\kappa a_0\frac{Z_1^{7/6}Z_2}
{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v_1}{v_0},
\end{align}
where $v_1$ is the ion speed and $v_0$ the Bohr speed. At 100~keV, $\ell=0.0127$~nm, $\epsilon=1.99$ and $v_1/v_0=0.361$. The results are $S_n=326.8$ and $S_e=277.5$~eV/nm, so the initial nuclear share is $326.8/604.3=0.54$.

The path integrals were evaluated by 400-point Gauss--Legendre quadrature after setting $E=E_0t^8$. The factor $t^7$ in $dE$ removes the singularity of $1/S$ at zero energy. This gives
\begin{equation}
R=179.8~\mathrm{nm},\qquad s_n=-0.697,\qquad s_e=-0.303 .
\end{equation}
Nuclear stopping has more than twice the leverage of electronic stopping, although the two are nearly equal at entry. Using the initial shares as sensitivities would overstate the electronic one by half. The energy average of the nuclear share is 0.684, slightly below the path average.

Suppose electronic stopping is raised by 20\%, with nuclear stopping fixed. The first-order estimate is $1.2^{-0.303}-1=-5.4\%$. The variance of $f_n$ is 0.0115, so Eq.~\eqref{eq:C} gives
\begin{equation}
C=2(0.0115)-0.697(0.303)=-0.188 .
\end{equation}
Including this in Eq.~\eqref{eq:second} gives $-5.670\%$; direct reevaluation of the integral gives $-5.675\%$.

The same quadrature at other energies gives:
\begin{center}
\begin{tabular}{rrrr}
$E_0$ (keV) & $R$ (nm) & $s_n$ & $s_e$\\
10 & 26.7 & $-0.876$ & $-0.124$\\
30 & 62.3 & $-0.823$ & $-0.177$\\
100 & 179.8 & $-0.697$ & $-0.303$\\
300 & 493.0 & $-0.507$ & $-0.493$\\
1000 & 1343.4 & $-0.294$ & $-0.706$
\end{tabular}
\end{center}
In this model the leverage is almost equally divided at 300~keV.

One range cannot determine both corrections. Let $y_i$ be the desired change of $\ln R$ at energy $i$. By the sum rule, $y_i=s_{n,i}(u-v)-v$ to first order. Subtracting two such equations gives
\begin{equation}
u-v=\frac{y_1-y_2}{s_{n,1}-s_{n,2}},\qquad
v=s_{n,1}(u-v)-y_1 .
\label{eq:fit}
\end{equation}
For 10 and 1000~keV the denominator has magnitude 0.58, so an error in $y_1-y_2$ is multiplied by 1.7. For 100 and 300~keV it is 0.19 and the multiplier is 5.3. The wider pair is better conditioned, provided the same energy-independent factors are credible over the whole interval.

\section{Discrete collisions and projected range}

Depth measurements concern projected range, not path length. Let $d\Sigma(E,T)$ be the collision probability per unit path for energy transfer $T$, so that $S_n=\int T\,d\Sigma$. Over a short step $\delta$, the mean remaining path $L$ obeys
\begin{equation}
\begin{aligned}
L(E)={}&\delta+\left(1-\delta\!\int\! d\Sigma\right)L(E-S_e\delta)\\
&+\delta\!\int\! d\Sigma\,L(E-T).
\end{aligned}
\end{equation}
Expand to first order in $\delta$, cancel $L(E)$ and divide by $\delta$:
\begin{equation}
S_eL'+\int d\Sigma\,[L(E)-L(E-T)]=1 .
\label{eq:transport}
\end{equation}
For small transfers the bracket is $TL'$, and $(S_e+S_n)L'=1$ recovers continuous slowing.

For an elastic collision with a target atom at rest, momentum conservation gives
\begin{equation}
2M_2T=2M_1(2E-T)-4M_1\sqrt{E(E-T)}\cos\varphi .
\end{equation}
Solving for the ion's deflection,
\begin{equation}
\cos\varphi=\frac{1-(1+M_2/M_1)T/(2E)}{\sqrt{1-T/E}} .
\end{equation}
Averaging over azimuth leaves this factor multiplying the later displacement. The mean projected range $P$ thus obeys Eq.~\eqref{eq:transport} with $L(E-T)$ replaced by $\cos\varphi\,P(E-T)$ and $L$ by $P$ elsewhere. Multiplying the nuclear cross section and $S_e$ by $\lambda$ multiplies the whole left-hand operator by $\lambda$. With a fixed cutoff, $P$ therefore scales as $1/\lambda$, and its two sensitivities also sum to $-1$. Their individual values differ from those of $R$.

The mean squared path $Q$ follows from averaging $(\delta+\text{remaining path})^2$. The term linear in $\delta$ is $2\delta L$, so $Q$ obeys Eq.~\eqref{eq:transport} with right side $2L$. The path straggling is $\sqrt{Q-L^2}$.

To size these effects, take $d\Sigma=KT^{-3/2}dT$ up to $\gamma E$, where $\gamma=4M_1M_2/(M_1+M_2)^2=0.998$. Matching $S_n$ requires $K=S_n/(2\sqrt{\gamma E})$. The total collision rate of this law diverges at small $T$, but the differences $L(E)-L(E-T)$ and $P(E)-\cos\varphi\,P(E-T)$ vanish in proportion to $T$. The integrals in the transport equations therefore converge, and the equations hold as the limit of a law cut off at small $T$. The equations were solved with a 10~eV cutoff by cubic-spline collocation on 320 points in $\ln E$. Halving the number of points changes the ranges and straggling by at most 0.001\%. The mean path is 176.1~nm, 1.6\% below the continuous value with the same cutoff. Path straggling is 57.7~nm, about one third of the mean: the sensitivities describe averages, not individual ions. The straggling depends on the assumed collision law. With the scattering function implied by the ZBL stopping in place of the power law, it is about 53~nm, while the mean path changes by about 0.1\% and the mean projected range given below by about 1\%.

The mean projected range is 141.6~nm, or 0.80 of the mean path. Centred differences, on 160 points, give $s_n=-0.709$ and $s_e=-0.291$ for it. These values depend slightly on the collision law: with the scattering function implied by the ZBL stopping, $s_n$ is about $-0.715$. When the data are mean depths at normal incidence, Eq.~\eqref{eq:fit} needs projected-range sensitivities such as these, computed at each of the two energies. The small shift from the path values is the net result of two opposing effects. Discrete losses alone change $s_n$ of the mean path to about $-0.68$; deflection then makes the nuclear sensitivity of the projected range larger in magnitude.

\section{The real implant}

Phosphorus at 100~keV is an ordinary silicon doping implant, and a projected range of roughly 0.1~$\mu$m is the expected scale. The model treats silicon as a random solid. A crystalline wafer breaks that assumption when ions enter channels and avoid close nuclear collisions. Setting $S_n=0$ while keeping the same $S_e$ gives a path $2E_0/S_e(E_0)=721$~nm, four times $R$. This is a scale for a channelled tail, not a bound, because electronic stopping in a channel may also differ. A 20\% electronic-stopping error, a rough allowance, moves the path by about 6\%. Independent binary collisions become doubtful at low energy, but little of the path lies there: the last 10~eV contributes 0.9~nm, or 0.5\% of $R$, and the last 100~eV contributes 2.2~nm, or 1.2\%. Because the model leaves out channelling, a fit to a profile with a strong channelled tail should not force the discrepancy into $a$ and $b$.

For implementation, accumulate $\int dE/S$ and $\int f_n\,dE/S$ in the same energy loop. Their ratio gives $-s_n$, and the sum rule supplies $s_e$. Computing $s_e$ separately from $f_e$ adds no information unless another loss is present. Separate range calculations with $a$ and $b$ changed one at a time, by small amounts so that the curvature term is negligible, do add information: a sum different from $-1$ can reveal an unscaled loss, a moving cutoff or numerical error. In a discrete-collision code, this test requires $a$ to multiply the nuclear cross section. Scaling only the energy transfers, with the collision rate and deflections unchanged, is a different operation, and the sum need not then be $-1$.
